Why can a widening scale buckle stop at finite driving force?

An oxide scale under compression has lost its bond along a strip, has buckled away from the alloy, and is peeling at both sides. The energy released per unit of new debonded area does not vanish as the strip widens. Why, then, can the peeling stop?

**The mechanism in words**

Peeling stops when the energy release rate G falls below the toughness Γ, the energy needed to separate unit area of interface. G may stay finite if Γ grows. Just after buckling, the bent scale loads the interface in a mixed mode in which opening is the larger part, about 60% of G. As the buckle widens, bending at its edge loses weight against the release of in-plane compression, which shears the interface and presses the crack closed. Many interfaces cost more to separate in shear than in opening, so the buckle can drive itself into a tougher mode.

Shear alone is not sufficient: the toughness must rise enough. Nor is a mode-dependent toughness always necessary, because G passes through a maximum before it settles to its finite limit.

**The buckled strip**

Let the scale have thickness h, Young modulus E, Poisson ratio ν and uniform compression σ, counted positive. The debonded strip is long and occupies −b < x < b, with b ≫ h. No strain changes along its length, so the relevant modulus is E' = E/(1 − ν²) and the bending stiffness is D = E'h³/12. Slopes are small, the edges are clamped, and w(x) is the deflection away from the alloy.

No shear acts on the free strip, so its remaining compression σ_r is uniform. Its edges do not move in the plane; the mean extension caused by deflection is therefore the mean of w'²/2:

σ_r = σ − (E'/4b) ∫ w'² dx.

The energy per unit length of strip, apart from a constant density that bonded and free scale share, is

U = (D/2) ∫ w''² dx + b h σ_r²/E'.

Varying w changes σ_r by −(E'/2b) ∫ w' δw' dx. Hence

δU = D ∫ w'' δw'' dx − hσ_r ∫ w' δw' dx = 0,

and integration by parts gives D w'''' + hσ_r w'' = 0. The symmetric solutions are a constant plus cos kx, with k² = hσ_r/D. Zero slope at x = b requires sin kb = 0, whose lowest root is kb = π. With w(b) = 0,

w = (w_m/2)[1 + cos(πx/b)],
σ_r = σ_c = (π²/12) E'(h/b)².

The buckled strip thus carries its buckling stress. Since ∫ w'² dx = π²w_m²/(4b), the equation for σ_r becomes σ − σ_c = π²E'w_m²/(16b²). Dividing by σ_c, with ξ = w_m/h and s = σ_c/σ, gives

(3/4)ξ² = 1/s − 1.

At s = 1 the strip just buckles into this shape, which is uniform along its length. Calling that half-width b_c and writing r = b/b_c, we have s = 1/r².

**How much energy widening releases**

For the cosine shape, ∫ w''² dx = (π/b)² ∫ w'² dx. Because Dπ²/b² = hσ_c and ∫ w'² dx = 4b(σ − σ_c)/E', the bending energy is

(hσ_c/2) ∫ w'² dx = 2bhσ_c(σ − σ_c)/E'.

Adding the membrane energy bhσ_c²/E' and subtracting the energy bhσ²/E' of the same width of bonded scale gives

ΔU = (bh/E')[2σσ_c − σ_c² − σ²] = −bh(σ − σ_c)²/E'.

The subtraction is needed because widening turns bonded scale into buckled scale. Two edges advance together, so G = −(1/2)dΔU/db. With dσ_c/db = −2σ_c/b,

G = (h/2E')[(σ − σ_c)² + 4σ_c(σ − σ_c)]
  = G₀(1 − s)(1 + 3s), G₀ = σ²h/(2E').

The derivative of 1 + 2s − 3s² vanishes at s = 1/3. G therefore rises from zero at buckling to 4G₀/3 at r = √3, and then falls towards G₀, not towards zero.

Direct minimization of the plate energy with polynomial deflections, followed by numerical differentiation at r = 1.2, 1.732, 2.5 and 8, reproduced this G to within 4 parts per million. This tests the plate result, not the clamped-edge assumption.

**What the edge crack feels**

Subtract the uniform compression of the bonded scale, which puts no traction on the interface. What remains at the edge is an added tension ΔN and a bending moment M, positive when it stretches the lower face:

ΔN = (σ − σ_c)h,
M = D w''(b) = Dπ²w_m/(2b²) = σ_c h²ξ/2.

When the crack advances by a unit length, one more unit length of strip carries these loads. For a linear body under fixed loads, the energy released equals the strain energy stored:

G = M²/(2D) + ΔN²/(2E'h) = [12M²/h³ + ΔN²/h]/(2E').

Inserting M and ΔN, with 3σ_c²ξ² = 4σ_c(σ − σ_c), returns the earlier G.

Now take scale and alloy to have equal elastic constants. Let K = K_I + iK_II, where K_I measures opening and K_II shear, and let ψ be the phase angle of K. Ahead of the tip, σ_yy + iσ_xy = K/√(2πρ) at distance ρ, and |K|² = E'G. By linearity K = M k_M + ΔN k_N. Comparing |K|² with the expression for G gives |k_M|² = 6/h³ and |k_N|² = 1/(2h). There is no product MΔN, so k_M and k_N are perpendicular in the complex plane. One angle ω and one sign remain unknown:

k_M = −i√6 h^(−3/2) e^(iω), k_N = ± e^(iω)/√(2h).

**Finding the angle and the sign**

These come from elasticity at the scale of h. Let z = x + iy, the free surface be y = 0, and the crack lie on y = −h. The Airy stress function Re(z̄f + χ), with f and χ analytic, satisfies the biharmonic equation. With Φ = f', g = χ' and Ψ = g', its second derivatives give

σ_yy + iσ_xy = Φ + Φ̄ + z̄Φ' + Ψ.

A crack is a distribution of dislocations. One at z₀ = t − ih in an unbounded body has f₀ = A log(z − z₀) and g₀ = Ā log(z − z₀) − A z̄₀/(z − z₀), hence

Φ₀ = A/(z − z₀), Ψ₀ = Ā/(z − z₀) + A z̄₀/(z − z₀)².

Around z₀ the force function f + z f̄' + ḡ changes by 2πiA − 2πiA = 0, so there is no net force. The displacement, proportional to κf − z f̄' − ḡ with κ = 3 − 4ν, jumps by an amount proportional to 2πi(κ + 1)A.

Image terms Φ₁ and Ψ₁ must free the surface. On y = 0, where z̄ = z, separate the terms analytic above the surface from those analytic below it. Both groups decay, and their sum vanishes on the line, so each vanishes. With F*(z) denoting the conjugate of F(z̄), the first group gives

Φ₁* = −(Φ₀ + zΦ₀' + Ψ₀) = −Ā/(z − z₀) − 2ihA/(z − z₀)²,

where z₀ − z̄₀ = −2ih was used. Conjugation, with q = z − z̄₀, and the second group give

Φ₁ = −A/q + 2ihĀ/q²,
Ψ₁ = −(Ā/q + Φ₁ + zΦ₁').

On the crack line z̄ − z = 2ih, and the traction from one dislocation is

T = 2Ā/(x − t) + Φ̄₁ − Ā/q + 2ihΦ₁'.

For a crack −a < x < a, the integral of T over t must equal the prescribed face traction, and ∫ A dt = 0 makes the faces meet at both tips. Write A = F(t)/√(a² − t²). Ahead of the right tip the singular traction is 2πF̄(a)/√(x² − a²), and x² − a² ≈ 2aρ, so

K = 2π√(π/a) F̄(a).

The equation was solved by Gauss–Chebyshev quadrature for two loads.

First, a face traction σ_yy = −(π/a)²M cos(πx/a) lifts the strip into the buckle's cosine shape. The plate equation Dw'''' = −σ_yy then gives edge moment M.

Second, a shear traction σ_xy = (π/a)ΔN sin(πx/a) acts on the crack. The lower face of the strip receives −σ_xy, so N' = σ_xy. Fixed ends require zero mean N, hence N = −ΔN cos(πx/a), with edge value ΔN. The load acts h/2 below mid-thickness, so M' = (h/2)N'. Clamped ends require zero mean moment, hence M = (h/2)N. Subtracting the known effect of the edge moment hΔN/2 isolates k_N.

Both plate arguments hold for a ≫ h. The first load gives ω = 48.8°, 50.6°, 51.4° and 51.7° for a/h = 10, 20, 40 and 80. Extrapolating the complex K to h/a = 0 gives ω = 52.1°. The calculated |k_N|² is 0.9% below its energy value, and the sign in k_N is negative: added tension closes the tip.

**Why widening means more shear**

Insert M = σ_c h²ξ/2 and ΔN = (3/4)σ_c hξ². Then

M k_M = −i e^(iω) √3 σ_c hξ/√(2h),
ΔN k_N = −e^(iω) (3/4)σ_c hξ²/√(2h).

Taking out the positive factor √3 σ_c hξ/(4√(2h)) leaves

K ∝ −i e^(iω)(4 − i√3 ξ),

and therefore

ψ = −(90° − ω) − arctan(√3 ξ/4).

Here −90° is pure shear. The second angle measures membrane release against bending, and it grows steadily with ξ, hence with width. Pure shear is reached at a finite width, where √3 ξ/4 = tan ω. Since (3/4)ξ² = r² − 1, this happens at

r_II² = 1 + 4 tan²ω, s_II = 1/r_II².

Beyond it the formula would give negative K_I, meaning overlapping crack faces. In reality they touch, and the open-tip analysis ends.

**When the sides must stop**

Let Γ(ψ) be continuous. Suppose that G > Γ at some width below r_II, and that

Γ(−90°) > G₀(1 − s_II)(1 + 3s_II).

Then G − Γ is positive at the first width and negative at r_II. It must cross zero in between, and quasi-static growth cannot pass that crossing. If inertia is negligible, the sides arrest with the tip still open. Nothing in this argument needs G to vanish.

A phenomenological law makes the condition explicit:

Γ = Γ_I[1 + tan²((1 − λ)ψ)].

Here Γ_I is the opening toughness. With λ = 1 the toughness is constant. With λ = 0, Γ = Γ_I/cos²ψ, so that growth requires K_I²/E' = Γ_I and pure shear cannot separate the interface. Writing G_II for G at r_II, with G_II > Γ_I and still supposing that G > Γ at some smaller width, the arrest condition becomes

λ < 1 − (2/π) arctan √(G_II/Γ_I − 1).

Now the second case, constant toughness. Solving (1 − s)(1 + 3s) = Γ/G₀ gives

s = [1 ± √(4 − 3Γ/G₀)]/3.

For G₀ < Γ < 4G₀/3 both roots are positive: the larger s marks the onset of growth, the smaller one arrest on the falling side of G. For Γ = 1.25G₀ they are s = 1/2 and 1/6, so arrest occurs at r = √6 = 2.45. The tip is still open there because Γ exceeds G_II = 1.21G₀; for lower values in the range the crossing lies beyond tip closing. A constant toughness below G₀ meets G on the rising side and never again.

**How wide does an alumina buckle become?**

Take rough values for an alumina scale on a strong nickel-base alloy after cooling: h = 2.0 μm, E = 380 GPa, ν = 0.25, σ = 2.0 GPa. Let the interface have Γ_I = 3.5 J/m² and λ = 0.30; these two are model inputs, not computed properties. Then

E' = 380/(1 − 0.25²) = 405 GPa,
G₀ = (2.0×10⁹)²(2.0×10⁻⁶)/(2 × 4.05×10¹¹) = 9.9 J/m²,
b_c = πh√(E'/12σ) = π(2.0 μm)√(405/24) = 25.8 μm.

The competition runs as follows:

r = 1.08: G = 5.2, Γ = 5.2 J/m², ψ = −50° (onset)
r = 1.73: G = 13.2, Γ = 8.9 J/m², ψ = −73° (peak G)
r = 2.25: G = 12.6, Γ = 12.6 J/m², ψ = −83° (arrest)
r = 2.50: G = 12.3, Γ = 14.7 J/m², ψ = −87°

Arrest can be checked by hand. At r = 2.251, s = 0.197, so G = 9.87 × 0.803 × 1.592 = 12.6 J/m². The phase gives (1 − λ)|ψ| = 0.70 × 83.2° = 58.2°, so Γ = 3.5(1 + tan² 58.2°) = 12.6 J/m².

With perfectly clamped edges, a debonded strip must have a half-width above 28 μm to start peeling. If inertia is negligible, it stops at

b = 58 μm,

with a crest height of 4.7 μm. The tip would close at 71 μm. Between onset and arrest G exceeds Γ, so this arrest width assumes that the surplus energy is dissipated; if enough of it remains as motion of the scale, the edge can overshoot. The driving force at arrest is 28% above its wide-buckle limit. From the peak of G to arrest, G falls by 0.55 J/m² while Γ rises by 3.68 J/m², so most of the gap is closed by the toughness.

Freezing the toughness at its onset value of 5.2 J/m², with all else fixed, removes the arrest: the plate formula keeps G above that value at every larger width. The arrest here is thus due to the rise in toughness. The rise must also be large enough. With G_II = 12.0 J/m², the limiting λ is 0.36; above it this interface gives no arrest with an open tip.

**What a real scale adds**

Compression of gigapascal order is realistic for alumina scales cooled on high-temperature alloys, but toughness and its mode dependence vary with the interface, so 58 μm is an illustration. The scale may also break first. At the crest the bending moment has the same size as at the edge, and the upper surface carries the tension 6M/h² − σ_c = σ_c(3ξ − 1). Its largest value during growth is 2.6 GPa. For an assumed oxide toughness of 3 MPa·m^(1/2), the uniform-tension estimate K = 1.12 × stress × √(π × depth) allows a surface flaw 0.34 μm deep. This is a cautious value, because the tension falls with depth. A sufficiently deep flaw would crack the scale, and the buckle could spall instead of arresting. The edge crack itself can also leave the interface. Negative K_II turns it up into the scale, and the opening intensity on a short kink at angle θ, cos³(θ/2)K_I − 3 sin(θ/2)cos²(θ/2)K_II, reaches 2.95 MPa·m^(1/2) near θ = 65° during growth, for equal elastic constants. That is practically the assumed oxide toughness, so the arrest at 58 μm presumes that the crack stays in the interface.

The alloy also yields. Equating the shear stress K_II/√(2πρ) to σ_Y/√3, with K_II² ≈ E*G and the interface modulus 1/E* = (1/E' + 1/E'_alloy)/2, gives a zone of size 3E*G/(2πσ_Y²). For an alloy with E = 200 GPa, ν = 0.30 and σ_Y = 1.0 GPa, E'_alloy = 220 GPa and E* = 285 GPa, and the zone is 1.7 μm, comparable with the scale thickness. The toughness law must therefore be read as an effective one for this thickness.

Scale and alloy differ in stiffness: (E' − E'_alloy)/(E' + E'_alloy) = 0.30. With unequal constants the phase of K depends on the distance from the tip at which it is defined, so the toughness law must name that distance. For this pair ω is 52.3° at distance h, 55.2° at 0.1h and 58.0° at 0.01h; with the same Γ_I and λ, arrest falls at 58, 63 and 67 μm. An assumed change of −5° or +5° moves the arrest half-width to 52 or 66 μm, so an error of a few degrees in ω shifts the result by several micrometres. The clamped edge is also not perfectly rigid, because the material around the tip deforms elastically. Rotation of the edge alone lowers the buckling stress by about 10% at b = b_c, and the compliance changes the crest height and the added tension as well as the edge moment. The combined effect on the arrest width was not calculated. The largest slope is 0.13 rad, consistent with the small-slope theory.

The result concerns the straight sides. A cooled scale is also compressed along the strip, and the formulas above describe a strip that stays straight. For equal compression in both directions, ν = 0.25 and clamped edges, the flat strip first buckles at 0.94σ_c into bumps along its length, and the straight buckle is stable against small periodic disturbances only for r between about 1.03 and 2.48, here half-widths of about 27 to 64 μm. Onset at 28 μm and arrest at 58 μm lie inside this range. The row r = 2.50, the tip closing at 71 μm, the limiting λ of 0.36 evaluated there, and the arrest estimates of 66 and 67 μm lie beyond it. The advancing end of the strip has a different crack-front geometry and may keep running after the sides have stopped.

Table of computed values

```
scale thickness h = 2.0 um
scale modulus E = 380 GPa, Poisson ratio = 0.25
plane-strain modulus E' = 405.3 GPa
compression sigma = 2.0 GPa
Gamma_I = 3.50 J/m^2, lambda = 0.30
elastic angle omega = 52.1 deg
  omega from crack a/h = 10: 48.83 deg
  omega from crack a/h = 20: 50.59 deg
  omega from crack a/h = 40: 51.36 deg
  omega from crack a/h = 80: 51.72 deg
moment K^2 over beam value = 1.0000
tension K^2 over beam value = 0.9912
largest relative error of G formula = 3.6e-06
largest error of phase formula = 0.114 deg
wide-buckle limit G0 = 9.87 J/m^2
peak G = 13.16 J/m^2 at b/b_c = 1.732
buckling half-width b_c = 25.8 um
onset of growth: b = 28.0 um, b/b_c = 1.083
arrest: b = 58.1 um, b/b_c = 2.251
crest deflection at arrest = 4.66 um
tip closes: b = 71.1 um, b/b_c = 2.755
G at tip closing = 11.96 J/m^2
toughness at -90 deg = 16.98 J/m^2
b/b_c, G (J/m^2), psi (deg), toughness (J/m^2):
  1.083  5.19  -49.7  5.19
  1.300  11.18  -60.5  6.41
  1.732  13.16  -73.2  8.93
  2.000  12.95  -78.8  10.73
  2.251  12.61  -83.2  12.61
  2.500  12.27  -86.8  14.67
frozen onset toughness = 5.19 J/m^2 (no arrest)
constant toughness 12.34 J/m^2: arrest b/b_c = 2.449
limiting lambda for open-tip arrest = 0.364
largest crest tension during growth = 2.61 GPa
assumed oxide toughness = 3.0 MPa m^0.5
tolerated surface flaw = 0.34 um
alloy: E = 200 GPa, nu = 0.30, yield = 1.0 GPa
shear yield zone at arrest = 1.32 um
modulus mismatch (E'-E'_alloy)/(sum) = 0.30
arrest b for omega -5 deg = 51.7 um
arrest b for omega +5 deg = 65.6 um
edge compliance, moment load: phase shift = -1.00 deg
edge compliance, moment load: K^2 ratio = 0.955
largest slope at arrest = 0.126 rad
```
